\section*{Ewald sum for periodic charged defects in an anisotropic dielectric, part 1}

(Sections cited here and not found follow in the second part.)

\section{A charged defect and its images}

A vacancy or an impurity that has trapped a charge $q$ can be computed in a supercell repeated periodically. The calculation then describes an infinite lattice of charges $q$, and because the energy per cell of such a lattice diverges, a uniform background of charge density $-q/\Omega$ is added, with $\Omega$ the cell volume. The charge interacts with its images and with the background, and this spurious energy falls off only as the inverse of the cell size. The host screens the interaction. In a cubic crystal the screening is a single number $\varepsilon$ that divides the vacuum result. In a layered, tetragonal or monoclinic host the screening depends on direction, and the lattice sum has to be done with the tensor inside it. That Ewald sum is derived and tested below.

\section{Model and conventions}

Hartree atomic units with Gaussian electrostatics are used: lengths are in bohr, energies in hartree (Ha), and two unit charges in vacuum interact as $1/r$. The host is a homogeneous, linear, local dielectric, $\mathbf D=\varepsilon\mathbf E$, with a constant real $3\times3$ tensor $\varepsilon$. With $\mathbf E=-\nabla\phi$ and $\nabla\cdot\mathbf D=4\pi\rho$ for the external charge $\rho$,
\begin{equation}
-\nabla\cdot\varepsilon\nabla\phi=-\sum_{ij}\varepsilon_{ij}\,\partial_i\partial_j\phi=4\pi\rho .
\label{poisson}
\end{equation}
The tensor is symmetric and positive definite. For a static response this follows from the energy density $u$: since $du=\mathbf E\cdot d\mathbf D/4\pi$ is an exact differential, $(\varepsilon^{-1})_{ij}=4\pi\,\partial^2u/\partial D_i\partial D_j$ is symmetric, and stability makes it positive. Such a tensor has orthonormal eigenvectors $\mathbf v_i$ with eigenvalues $\lambda_i>0$, which defines $\varepsilon^{\pm1/2}=\sum_i\lambda_i^{\pm1/2}\mathbf v_i\mathbf v_i^{T}$, both symmetric. Three abbreviations recur:
\begin{equation}
D=\det\varepsilon,\qquad s(\mathbf r)=\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r},\qquad A(\mathbf k)=\mathbf k\cdot\varepsilon\cdot\mathbf k .
\end{equation}
Since $\varepsilon$ is dimensionless, $s$ is a length. The Fourier convention is $\hat f(\mathbf k)=\int f(\mathbf r)e^{-i\mathbf k\cdot\mathbf r}d^3r$. Lattice vectors are $\mathbf R$ and reciprocal vectors $\mathbf G$, with $e^{i\mathbf G\cdot\mathbf R}=1$.

Which tensor enters depends on what is allowed to respond to the charge. If the ions are held fixed when the charge is added, only the electrons screen it and $\varepsilon$ is the electronic tensor. If the ions relax in the charged cell, the ionic contribution is added. The derivation holds for either.

\section{The Green function of the anisotropic medium}

For a unit charge at the origin, $\partial_j\to ik_j$ turns \eqref{poisson} into $A(\mathbf k)\,\hat g(\mathbf k)=4\pi$, so
\begin{equation}
\hat g(\mathbf k)=\frac{4\pi}{\mathbf k\cdot\varepsilon\cdot\mathbf k}.
\label{gk}
\end{equation}
The real-space form follows from the linear change of variables
\begin{equation}
\mathbf r'=\varepsilon^{-1/2}\mathbf r,\qquad \mathbf k'=\varepsilon^{1/2}\mathbf k ,
\label{stretch}
\end{equation}
under which $|\mathbf r'|=s(\mathbf r)$, $|\mathbf k'|^2=A(\mathbf k)$, $\mathbf k\cdot\mathbf r=\mathbf k'\cdot\mathbf r'$ and $d^3r=\sqrt D\,d^3r'$. The chain rule gives $\nabla=\varepsilon^{-1/2}\nabla'$, hence
\begin{equation}
\nabla\cdot\varepsilon\nabla=\nabla'\cdot\varepsilon^{-1/2}\varepsilon\,\varepsilon^{-1/2}\nabla'=\nabla'^2 .
\end{equation}
The delta function integrates to one in either set of variables, $\int\delta^3(\mathbf r)\,d^3r=\int\delta^3(\mathbf r)\sqrt D\,d^3r'=1$, so $\delta^3(\mathbf r)=\delta^3(\mathbf r')/\sqrt D$. The equation for $g$ is therefore $-\nabla'^2g=4\pi\delta^3(\mathbf r')/\sqrt D$, the vacuum problem for a charge $1/\sqrt D$, and the solution that vanishes at infinity is
\begin{equation}
g(\mathbf r)=\frac{1}{\sqrt D\,s(\mathbf r)}=\frac{1}{\sqrt{\det\varepsilon}\,\sqrt{\mathbf r\cdot\varepsilon^{-1}\cdot\mathbf r}} .
\label{gr}
\end{equation}
Reciprocal space carries $\varepsilon$ and real space carries $\varepsilon^{-1}$. For $\varepsilon=\epsilon\,\mathbf 1$ one has $\sqrt D=\epsilon^{3/2}$ and $s=r/\epsilon^{1/2}$, so $g=1/(\epsilon r)$. Along the principal axis $i$, $s=r/\sqrt{\lambda_i}$ and $g=1/(r\sqrt{\lambda_j\lambda_k})$: the potential along an axis is screened by the two eigenvalues perpendicular to it. The equipotentials are ellipsoids, longest along the axis of largest $\lambda$.

\section{The periodic problem}

For unit charges on the lattice with their background, the charge density is periodic, and its Fourier coefficients over one cell are $1/\Omega$ from the point charge and $-\delta_{\mathbf G,0}/\Omega$ from the background:
\begin{equation}
\rho(\mathbf r)=\sum_{\mathbf R}\delta^3(\mathbf r-\mathbf R)-\frac1\Omega=\frac1\Omega\sum_{\mathbf G\neq0}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Write the periodic potential as $\psi=\sum_{\mathbf G}\psi_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}$. Equation \eqref{poisson} gives $A(\mathbf G)\psi_{\mathbf G}=4\pi\rho_{\mathbf G}$. At $\mathbf G=0$ the left side vanishes, so a periodic solution exists only if $\rho_0=0$, which the background ensures, and $\psi_0$ is left free. The convention is $\psi_0=0$, a potential of zero cell average. Then
\begin{equation}
\psi(\mathbf r)=\frac1\Omega\sum_{\mathbf G\neq0}\hat g(\mathbf G)\,e^{i\mathbf G\cdot\mathbf r}.
\label{psiG}
\end{equation}
The terms fall as $1/G^2$, so the series is not absolutely convergent; \eqref{psiG} is to be read as the list of Fourier coefficients of $\psi$, which has integrable $1/s$ singularities at the lattice points. Away from those points, $\nabla\cdot\varepsilon\nabla\psi=+4\pi/\Omega$. Near the origin $\psi-g$ obeys this same equation with the delta function removed, so it is smooth, and the Madelung potential is
\begin{equation}
v_M=\lim_{\mathbf r\to0}\,[\psi(\mathbf r)-g(\mathbf r)] .
\label{vMdef}
\end{equation}
The potential at a charge $q$ due to its images and the background is $qv_M$. Values of $v_M$ and $\psi$ are quoted below as the potential of unit charges, in Ha/e.

\section{Poisson summation on a lattice}

Let $f$ be integrable over all space and form $F(\mathbf r)=\sum_{\mathbf R}f(\mathbf r-\mathbf R)$, which is periodic. Its Fourier coefficient is
\begin{align}
F_{\mathbf G}&=\frac1\Omega\int_{\rm cell}\sum_{\mathbf R}f(\mathbf r-\mathbf R)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r
=\frac1\Omega\sum_{\mathbf R}\int_{{\rm cell}-\mathbf R}f(\mathbf u)\,e^{-i\mathbf G\cdot\mathbf u}\,d^3u\nonumber\\
&=\frac{\hat f(\mathbf G)}{\Omega}.
\label{PS}
\end{align}
The second step substitutes $\mathbf u=\mathbf r-\mathbf R$ and uses $e^{-i\mathbf G\cdot\mathbf R}=1$; the third uses that the shifted cells tile space. The bare $g$ is not integrable at infinity, so \eqref{PS} cannot be applied to it directly.

\section{Splitting the Green function}

The Gaussian integral $\int_0^\infty e^{-t^2s^2}dt=\sqrt\pi/(2s)$ represents $1/s$. Cut it at $t=\gamma$, where $\gamma>0$ is arbitrary and has units of bohr$^{-1}$. Substituting $x=ts$ and using $\operatorname{erf}(y)=(2/\sqrt\pi)\int_0^ye^{-x^2}dx$ and $\operatorname{erfc}=1-\operatorname{erf}$,
\begin{align}
g&=g_l+g_s,\\
g_l&=\frac{2}{\sqrt{\pi D}}\int_0^\gamma e^{-t^2s^2}dt=\frac{\operatorname{erf}(\gamma s)}{\sqrt D\,s},\qquad
g_s=\frac{\operatorname{erfc}(\gamma s)}{\sqrt D\,s}.
\end{align}
The argument of the error functions is $\gamma s$, so the split follows the ellipsoids of the medium. This choice is what makes the transform of $g_l$ elementary. With \eqref{stretch} the anisotropic Gaussian becomes a product of three one-dimensional ones, each giving $\int e^{-t^2x^2-ikx}dx=(\sqrt\pi/t)\,e^{-k^2/4t^2}$:
\begin{equation}
\int e^{-t^2s^2}e^{-i\mathbf k\cdot\mathbf r}d^3r=\sqrt D\int e^{-t^2r'^2}e^{-i\mathbf k'\cdot\mathbf r'}d^3r'=\sqrt D\,\frac{\pi^{3/2}}{t^3}\,e^{-A(\mathbf k)/4t^2}.
\label{gaussFT}
\end{equation}
The Jacobian $\sqrt D$ cancels the $1/\sqrt D$ of $g_l$. With $u=A/4t^2$, $du=-A\,dt/2t^3$, the range $t\in(0,\gamma)$ maps to $u\in(A/4\gamma^2,\infty)$, and for $\mathbf k\neq0$
\begin{equation}
\hat g_l(\mathbf k)=2\pi\int_0^\gamma\frac{dt}{t^3}\,e^{-A/4t^2}=2\pi\cdot\frac2A\int_{A/4\gamma^2}^\infty e^{-u}du=\frac{4\pi}{A}\,e^{-A/4\gamma^2}.
\label{gl}
\end{equation}
Letting $\gamma\to\infty$ gives $g_l\to g$ and $\hat g_l\to4\pi/A$, which confirms that \eqref{gk} and \eqref{gr} are a transform pair. Equation \eqref{gl} has the form $\hat g_l=\hat g\,\hat\rho_\gamma$ with $\hat\rho_\gamma=e^{-A/4\gamma^2}$, and \eqref{gaussFT} at $t=\gamma$ identifies
\begin{equation}
\rho_\gamma(\mathbf r)=\frac{\gamma^3}{\pi^{3/2}\sqrt D}\,e^{-\gamma^2s^2},\qquad\hat\rho_\gamma(0)=1 .
\label{rhog}
\end{equation}
So $g_l$ is the potential of an ellipsoidal Gaussian cloud of unit charge, and $g_s$ is the potential of the point charge together with the opposite cloud.

The short-range part is integrable, with $\hat g_s=\hat g-\hat g_l=4\pi(1-e^{-A/4\gamma^2})/A$. Its value at $\mathbf k=0$ is the limit $4\pi\cdot(A/4\gamma^2)/A=\pi/\gamma^2$. The direct integral gives the same value. With \eqref{stretch}, $x=\gamma r'$ and one integration by parts,
\begin{align}
\hat g_s(0)&=\int\frac{\operatorname{erfc}(\gamma r')}{r'}\,4\pi r'^2dr'=\frac{4\pi}{\gamma^2}\int_0^\infty x\operatorname{erfc}x\,dx\nonumber\\
&=\frac{4\pi}{\gamma^2}\,\frac{1}{\sqrt\pi}\int_0^\infty x^2e^{-x^2}dx=\frac{4\pi}{\gamma^2}\cdot\frac1{\sqrt\pi}\cdot\frac{\sqrt\pi}{4}=\frac{\pi}{\gamma^2}.
\label{gs0}
\end{align}
The boundary term $\tfrac12x^2\operatorname{erfc}x$ vanishes at both ends. The result contains no $\varepsilon$, because the Jacobian again cancels $1/\sqrt D$.

\section{The Ewald form}

Insert $\hat g=\hat g_l+\hat g_s$ in \eqref{psiG}. The $\hat g_l$ series converges absolutely and is kept. By \eqref{PS}, the function $\sum_{\mathbf R}g_s(\mathbf r-\mathbf R)$ has coefficients $\hat g_s(\mathbf G)/\Omega$ for all $\mathbf G$, including $\mathbf G=0$, which \eqref{psiG} lacks. Subtracting that constant, $\hat g_s(0)/\Omega=\pi/(\Omega\gamma^2)$, makes the two sets of coefficients equal, and two integrable periodic functions with equal coefficients coincide wherever both are continuous. Pairing $\mathbf G$ with $-\mathbf G$, which have the same $A$, turns the exponential into a cosine:
\begin{equation}
\psi(\mathbf r)=\sum_{\mathbf R}\frac{\operatorname{erfc}\big(\gamma s(\mathbf r-\mathbf R)\big)}{\sqrt D\,s(\mathbf r-\mathbf R)}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-A(\mathbf G)/4\gamma^2}}{A(\mathbf G)}\cos(\mathbf G\cdot\mathbf r)-\frac{\pi}{\Omega\gamma^2}.
\label{psiE}
\end{equation}
For \eqref{vMdef}, the $\mathbf R=0$ term minus $g$ is $g_s-g=-g_l$. Since $\operatorname{erf}y=2y/\sqrt\pi+O(y^3)$, its limit is $-2\gamma/\sqrt{\pi D}$ from every direction. All other terms are continuous at the origin. With $s_{\mathbf R}=s(\mathbf R)$,
\begin{equation}
v_M=\sum_{\mathbf R\neq0}\frac{\operatorname{erfc}(\gamma s_{\mathbf R})}{\sqrt D\,s_{\mathbf R}}
+\frac{4\pi}{\Omega}\sum_{\mathbf G\neq0}\frac{e^{-\mathbf G\cdot\varepsilon\cdot\mathbf G/4\gamma^2}}{\mathbf G\cdot\varepsilon\cdot\mathbf G}
-\frac{2\gamma}{\sqrt{\pi D}}-\frac{\pi}{\Omega\gamma^2}.
\label{vM}
\end{equation}
The four terms are called real, reciprocal, self and background. The self term removes the potential of the charge's own Gaussian cloud, which the reciprocal sum includes. The background term restores the zero average that the real-space sum violates. Both sums converge like Gaussians because $\varepsilon$ and $\varepsilon^{-1}$ are positive definite.

\section{Energy and the factor one half}

A point charge has infinite self-energy, so take a localized density $\rho_d$ of total charge $q$ and compare two finite energies in the same medium. The field energy per cell is $\frac1{8\pi}\int\nabla\phi\cdot\varepsilon\nabla\phi\,d^3r$, and an integration by parts, whose surface terms cancel by periodicity, turns it with \eqref{poisson} into $\frac12\int\rho\phi\,d^3r$. By \eqref{PS} the repeated density with background has coefficients $\hat\rho_d(\mathbf G)/\Omega$ for $\mathbf G\neq0$ and zero at $\mathbf G=0$; the potential has coefficients $\hat g\,\hat\rho_d/\Omega$. Parseval's relation over the cell gives the first form below, and inserting the definition of $\hat\rho_d$ and \eqref{psiG} gives the second:
\begin{align}
E_{\rm per}&=\frac{1}{2\Omega}\sum_{\mathbf G\neq0}\hat g(\mathbf G)\,|\hat\rho_d(\mathbf G)|^2=\frac12\iint\rho_d(\mathbf r)\,\psi(\mathbf r-\mathbf r_1)\,\rho_d(\mathbf r_1)\,d^3r\,d^3r_1,\\
E_{\rm iso}&=\frac12\int\frac{d^3k}{(2\pi)^3}\,\hat g(\mathbf k)\,|\hat\rho_d(\mathbf k)|^2=\frac12\iint\rho_d(\mathbf r)\,g(\mathbf r-\mathbf r_1)\,\rho_d(\mathbf r_1)\,d^3r\,d^3r_1 .
\end{align}
The background needs no separate term: it is constant, and the potential it multiplies has zero average. The difference contains $h=\psi-g$, smooth near the origin with $h(0)=v_M$, so as $\rho_d$ shrinks to a point
\begin{equation}
E=E_{\rm per}-E_{\rm iso}\;\to\;\tfrac12q^2v_M .
\label{E}
\end{equation}
The isolated energy is $E_{\rm per}-E$, so the point-charge correction added to the supercell energy is $-E$. For several point charges $q_i$ at $\mathbf r_i$ in the cell, the same double integral, with only the self-energies subtracted, gives $\frac12\sum_{i\neq j}q_iq_j\psi(\mathbf r_i-\mathbf r_j)+\frac12v_M\sum_iq_i^2$, in which the background terms add up to $-\pi(\sum_iq_i)^2/(2\Omega\gamma^2)$ and vanish for a neutral cell.

Finite extent gives the next term. For a spherical Gaussian with $|\hat\rho_d|^2=q^2e^{-k^2a^2}$ the separation $\mathbf r-\mathbf r_1$ is distributed as a Gaussian with transform $e^{-k^2a^2}$, that is with variance $2a^2$ per axis. Expanding $h$ to second order, the average is $h(0)+\frac12(2a^2)\nabla^2h(0)$, so to leading order in $a^2$
\begin{equation}
E(a)=\tfrac12q^2v_M+\tfrac12q^2a^2\,\nabla^2h(0).
\label{Ea}
\end{equation}
Poisson's equation fixes $\nabla\cdot\varepsilon\nabla h=4\pi/\Omega$. For a scalar $\epsilon$ this gives $\nabla^2h=4\pi/(\Omega\epsilon)>0$; for a tensor it leaves the plain Laplacian undetermined, even in sign.

\section{Independence of the splitting parameter}

The definition \eqref{vMdef} contains no $\gamma$, so \eqref{vM} cannot depend on it. A direct differentiation proves this a second time and shows how the four terms cooperate. The derivatives needed are
\begin{equation}
\frac{\partial}{\partial\gamma}\frac{\operatorname{erfc}(\gamma s)}{s}=-\frac{2}{\sqrt\pi}\,e^{-\gamma^2s^2},\qquad
\frac{\partial}{\partial\gamma}\frac{e^{-A/4\gamma^2}}{A}=\frac{e^{-A/4\gamma^2}}{2\gamma^3},
\end{equation}
the second because $\partial_\gamma(-A/4\gamma^2)=A/2\gamma^3$. Termwise differentiation is allowed since the differentiated series converge uniformly on any closed interval of positive $\gamma$. Then
\begin{equation}
\frac{dv_M}{d\gamma}=-\frac{2}{\sqrt{\pi D}}\sum_{\mathbf R\neq0}e^{-\gamma^2s_{\mathbf R}^2}+\frac{2\pi}{\Omega\gamma^3}\sum_{\mathbf G\neq0}e^{-A(\mathbf G)/4\gamma^2}-\frac{2}{\sqrt{\pi D}}+\frac{2\pi}{\Omega\gamma^3}.
\end{equation}
The derivative of the self term is exactly the missing $\mathbf R=0$ term of the first sum, and the derivative of the background term is the missing $\mathbf G=0$ term of the second. With $\theta_R=\sum_{\mathbf R}e^{-\gamma^2s_{\mathbf R}^2}$ and $\theta_G=\sum_{\mathbf G}e^{-A(\mathbf G)/4\gamma^2}$ over all vectors,
\begin{equation}
\frac{dv_M}{d\gamma}=-\frac{2}{\sqrt{\pi D}}\,\theta_R+\frac{2\pi}{\Omega\gamma^3}\,\theta_G .
\label{slope}
\end{equation}
Apply \eqref{PS} at $\mathbf r=0$ to $f=e^{-\gamma^2s^2}$, whose transform is \eqref{gaussFT} and whose Fourier series converges absolutely:
\begin{equation}
\theta_R=\frac{\pi^{3/2}\sqrt D}{\Omega\gamma^3}\,\theta_G .
\end{equation}
The first term of \eqref{slope} becomes $-2\pi^{3/2}\sqrt D\,\theta_G/(\sqrt{\pi D}\,\Omega\gamma^3)=-2\pi\theta_G/(\Omega\gamma^3)$, and $dv_M/d\gamma=0$. The proof uses three things at once: the real-space form is the inverse of the reciprocal-space form, the determinant is that of the same tensor, and both constant terms are present. The first matters only through the set of distances $s_{\mathbf R}$, so a real-space form related to $\varepsilon^{-1}$ by a symmetry operation of the lattice gives the same sum.

This also marks the limit of the check. The proof holds for every symmetric positive definite tensor, so a sum evaluated consistently with the wrong tensor is independent of $\gamma$ and still wrong, and so is a sum with any $\gamma$-independent constant added. Independence of $\gamma$ is necessary for a correct implementation and not sufficient.

A tensor that comes out of a numerical calculation slightly unsymmetric, $\varepsilon=S+W$ with $S$ symmetric and $W$ antisymmetric, has to be symmetrized. The form $A=\mathbf k\cdot S\cdot\mathbf k$ ignores $W$, as does \eqref{poisson}, but the determinant does not. In the eigenbasis of $S$, with $W_{12}=w_3$, $W_{23}=w_1$, $W_{31}=w_2$, expansion along the first row gives
\begin{align}
\det(S+W)&=\lambda_1(\lambda_2\lambda_3+w_1^2)+w_3(w_3\lambda_3+w_1w_2)-w_2(w_3w_1-\lambda_2w_2)\nonumber\\
&=\det S+\sum_i\lambda_iw_i^2 .
\end{align}
At large $\gamma$ the real-space sum is negligible, the reciprocal and background terms have slope $+2/\sqrt{\pi\det S}$ by the result just proved, and the self term built from $\det(S+W)$ has a slope of smaller magnitude. The total then rises linearly with $\gamma$.

The Ewald form of the Madelung potential, the energy $\tfrac12q^2v_M$ and the independence of $\gamma$ are now established, but that independence alone cannot certify an implementation. What remains is an independent reference value, numerical tests, a comparison with scalar averages of $\varepsilon$, and the range of validity.
